# Parapositronium width from the threshold annihilation cross section

## Problem

Work in natural units, $\hbar=c=1$, which suit a relativistic amplitude better than Hartree units, with $e^2=4\pi\alpha$, metric $(+,-,-,-)$ and electron mass $m$. Use the Dirac representation,

$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \gamma^i=\begin{pmatrix}0&\sigma^i\\-\sigma^i&0\end{pmatrix},$$

spinors normalized to $\bar uu=2m$, positron spinors defined by $v=i\gamma^2u^*$, and one-particle states normalized to $\langle p'|p\rangle=2E(2\pi)^3\delta^3(\mathbf p-\mathbf p')$.

(a) Find the tree amplitude for $e^-e^+\to\gamma\gamma$ when both fermions are at rest, for electron two-spinor $\xi$, positron two-spinor $\chi$ and transverse photon polarizations.

(b) Sum its square over photon polarizations for the spin singlet, for the triplets and for an unpolarized pair. Find the ratio of the singlet rate to the unpolarized rate and explain its origin.

(c) Find the product $\bar\sigma v$ of the spin-averaged Born cross section and the relative velocity at threshold.

(d) Express the two-photon width of the 1S singlet state of positronium (parapositronium) through $\bar\sigma v$ and the wave function, and estimate the order of the terms neglected.

(e) Evaluate the width and the lifetime, and compare the lifetime with the round figure of 125 ps.

## Solution

### (a) The amplitude at threshold

Let the electron have momentum $p_1$, the positron $p_2$, and the photons $k_1,k_2$ with polarizations $\epsilon_1,\epsilon_2$, so that $p_1+p_2=k_1+k_2$. Each vertex is $ie\gamma^\mu$ (its sign drops out of $e^2$) and the propagator is $i(\slashed q+m)/(q^2-m^2)$. The electron emits either photon first, which gives two diagrams. With $(p_1-k_j)^2-m^2=-2p_1\cdot k_j$ and $(ie)^2\,i=i(-e^2)$,

$$\mathcal M=-e^2\,\bar v\left[\frac{\slashed\epsilon_2^*(\slashed p_1-\slashed k_1+m)\slashed\epsilon_1^*}{-2p_1\cdot k_1}+\frac{\slashed\epsilon_1^*(\slashed p_1-\slashed k_2+m)\slashed\epsilon_2^*}{-2p_1\cdot k_2}\right]u .$$

Here $\slashed\epsilon^*$ means $\gamma^\mu\epsilon_\mu^*$.

A physical polarization obeys $\epsilon\cdot k=0$ and is fixed up to a multiple of $k$. The amplitude does not feel that multiple. Put $k_1$ in place of $\epsilon_1^*$. In the first term, with $q=p_1-k_1$, the Dirac equation $(\slashed p_1-m)u=0$ gives $\slashed k_1u=-(\slashed q-m)u$, and $(\slashed q+m)(\slashed q-m)=q^2-m^2$ cancels the denominator, leaving $-\bar v\slashed\epsilon_2^*u$. In the second term, with $q'=p_1-k_2=k_1-p_2$, the equation $\bar v(\slashed p_2+m)=0$ gives $\bar v\slashed k_1=\bar v(\slashed q'-m)$, leaving $+\bar v\slashed\epsilon_2^*u$. The two cancel, and the same holds for photon 2 by the symmetry of the bracket. We may therefore take $\epsilon_j=(0,\boldsymbol\epsilon_j)$ with $\boldsymbol\epsilon_j$ perpendicular to the photon direction.

At threshold $p_1=p_2=p=(m,\mathbf 0)$, $k_1=m(1,\mathbf n)$, $k_2=m(1,-\mathbf n)$, and both denominators equal $-2m^2$. The rest spinors are $u=\sqrt{2m}\,(\xi,0)$ and, from $i\gamma^2=\begin{pmatrix}0&i\sigma^2\\-i\sigma^2&0\end{pmatrix}$,

$$v=\sqrt{2m}\begin{pmatrix}0\\ \eta\end{pmatrix},\qquad \eta=-i\sigma^2\chi^*,\qquad \bar v=v^\dagger\gamma^0=\sqrt{2m}\,(0,-\eta^\dagger).$$

The piece $\slashed p+m$ of each numerator drops out. Anticommuting, $(\slashed p+m)\slashed\epsilon^*u=2\,p\cdot\epsilon^*\,u-\slashed\epsilon^*(\slashed p-m)u$; the first term vanishes because $p$ is purely temporal and $\epsilon$ purely spatial, the second by the Dirac equation. The two remaining minus signs, from $-\slashed k_j$ and from $-2m^2$, cancel:

$$\mathcal M=-\frac{e^2}{2m^2}\,\bar v\left[\slashed\epsilon_2^*\slashed k_1\slashed\epsilon_1^*+\slashed\epsilon_1^*\slashed k_2\slashed\epsilon_2^*\right]u .$$

Write $a_j=\boldsymbol\epsilon_j^*\cdot\boldsymbol\gamma$ and $N=\mathbf n\cdot\boldsymbol\gamma$. Then $\slashed\epsilon_j^*=-a_j$, $\slashed k_1=m(\gamma^0-N)$, $\slashed k_2=m(\gamma^0+N)$, and the bracket is

$$m\,(a_2\gamma^0a_1+a_1\gamma^0a_2)+m\,(a_1Na_2-a_2Na_1).$$

In the first group $\gamma^0$ anticommutes with $a_j$, giving $-m\gamma^0\{a_1,a_2\}=2m\,(\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*)\gamma^0$, since $\{\gamma^i,\gamma^j\}=-2\delta^{ij}$. Its matrix element is proportional to $\bar v\gamma^0u=v^\dagger u=0$, because $u$ has upper components and $v$ lower ones.

For the second group, block multiplication gives $\gamma^i\gamma^j=-\sigma^i\sigma^j$ on both diagonal blocks, so the lower-left block of $\gamma^i\gamma^j\gamma^k$ is $(-\sigma^i\sigma^j)(-\sigma^k)=\sigma^i\sigma^j\sigma^k$. That is the block which $\bar v$ and $u$ select:

$$\bar v\gamma^i\gamma^j\gamma^ku=-2m\,\eta^\dagger\sigma^i\sigma^j\sigma^k\xi .$$

With $\sigma_{\mathbf a}=\boldsymbol\sigma\cdot\mathbf a$, use $\sigma_{\mathbf a}\sigma_{\mathbf b}=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ twice, together with $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$:

$$\sigma_{\mathbf a}\sigma_{\mathbf b}\sigma_{\mathbf c}=i\,\mathbf a\cdot(\mathbf b\times\mathbf c)+(\mathbf a\cdot\mathbf b)\sigma_{\mathbf c}-(\mathbf a\cdot\mathbf c)\sigma_{\mathbf b}+(\mathbf b\cdot\mathbf c)\sigma_{\mathbf a}.$$

The last three terms are symmetric under $\mathbf a\leftrightarrow\mathbf c$ and the first is antisymmetric, so $\sigma_{\mathbf a}\sigma_{\mathbf b}\sigma_{\mathbf c}-\sigma_{\mathbf c}\sigma_{\mathbf b}\sigma_{\mathbf a}=2i\,\mathbf a\cdot(\mathbf b\times\mathbf c)$. The matrix element of the second group is then

$$m(-2m)\,\eta^\dagger\left(\sigma_1\sigma_{\mathbf n}\sigma_2-\sigma_2\sigma_{\mathbf n}\sigma_1\right)\xi=2m^2\cdot2i\;\boldsymbol\epsilon_2^*\cdot(\mathbf n\times\boldsymbol\epsilon_1^*)\;\eta^\dagger\xi,$$

where $\sigma_j=\boldsymbol\sigma\cdot\boldsymbol\epsilon_j^*$. A cyclic shift turns the triple product into $\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)$. All spin matrices have cancelled between the two diagrams.

Finally $\eta^\dagger=\chi^T(-i\sigma^2)^\dagger=\chi^Ti\sigma^2$ with $i\sigma^2=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$, so $\eta^\dagger\xi=\chi_1\xi_2-\chi_2\xi_1$ and

$$\mathcal M=-2ie^2\;\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)\,(\chi_1\xi_2-\chi_2\xi_1).$$

The program tests this formula, sign included, against the explicit $4\times4$ amplitude for random directions, spinors and complex polarizations.

### (b) Spin channels and the ratio of rates

Before spins are added, $\chi$ has to be shown to be a spin label of the same kind as $\xi$. A rotation acts on a Dirac spinor with the same matrix $U=\exp(-i\boldsymbol\theta\cdot\boldsymbol\sigma/2)$ on the upper and lower components. From $\sigma^2\sigma^{j*}=-\sigma^j\sigma^2$ one gets $-i\sigma^2U^*=U(-i\sigma^2)$, so replacing $\chi$ by $U\chi$ replaces $\eta$ by $U\eta$, which is the rotated spinor. Also $\bar v$ is linear in $\chi$. The amplitude is thus bilinear in two spinors that rotate alike, and for a general two-spin state $\sum c_{s_1s_2}|s_1s_2\rangle$ (electron first) the spin factor becomes $c_{\downarrow\uparrow}-c_{\uparrow\downarrow}$.

For the singlet $(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$ the factor is $-\sqrt2$. For the three triplets $c$ is symmetric and the factor is zero. For $|{\uparrow\downarrow}\rangle$ and $|{\downarrow\uparrow}\rangle$ it is $-1$ and $+1$. In short, the spin factor is $-\sqrt2$ times the overlap of the state with the singlet.

For the photon factor take $\mathbf n=\hat{\mathbf z}$ and linear polarizations $\hat{\mathbf x},\hat{\mathbf y}$. The pairs $xy$ and $yx$ give $\pm1$, the pairs $xx$ and $yy$ give zero, so $\sum|\mathbf n\cdot(\boldsymbol\epsilon_1^*\times\boldsymbol\epsilon_2^*)|^2=2$: the photons are polarized at right angles. In the circular basis, positive helicity means $(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$ for the photon along $+z$ and $(\hat{\mathbf x}-i\hat{\mathbf y})/\sqrt2$ for the one along $-z$. The conjugates have the cross product $\tfrac12(i+i)\hat{\mathbf z}=i\hat{\mathbf z}$, while opposite helicities use the same vector twice and give zero. Each equal-helicity pair contributes $4e^4\cdot1\cdot2=8e^4$ for the singlet. The sums are independent of $\mathbf n$:

$$\sum_{\rm pol}|\mathcal M|^2=4e^4\cdot2\cdot|\text{spin factor}|^2=\begin{cases}16e^4&\text{singlet}\\0&\text{each triplet}\\8e^4&\uparrow\downarrow\ \text{or}\ \downarrow\uparrow.\end{cases}$$

An unpolarized pair has the spin density matrix $\rho=\mathbb 1/4$. The polarization-summed square is the expectation value of the operator $16e^4P_S$, with $P_S$ the projector on the singlet, so the average is a trace and may be taken in any orthonormal basis:

$$\overline{|\mathcal M|^2}=\mathrm{Tr}(\rho\,16e^4P_S)=\tfrac14(16+0+0+0)e^4=\tfrac14(0+8+8+0)e^4=4e^4 .$$

The first sum runs over singlet and triplets, the second over $\uparrow\uparrow,\uparrow\downarrow,\downarrow\uparrow,\downarrow\downarrow$. The ratio of the singlet rate to the unpolarized rate is $16/4=4$. An unpolarized pair is a singlet with probability $1/4$, and at threshold the other three quarters do not annihilate into two photons, so the measured average is the singlet rate diluted four times. In the product basis the same factor reads $2\times2$. Half of the product states, those with parallel spins, are inactive. Of the active ones, the amplitudes $-1$ and $+1$ add coherently in the singlet, giving a squared factor $2$ in place of $1$, and cancel in the triplet with $S_z=0$.

For independently polarized beams, $\rho=\tfrac14(1+\mathbf P_1\cdot\boldsymbol\sigma_1)(1+\mathbf P_2\cdot\boldsymbol\sigma_2)$. Since $\mathbf S^2=\tfrac32+\tfrac12\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$, the product $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ is $-3$ on the singlet and $+1$ on the triplets, so $P_S=\tfrac14(1-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)$. With $\mathrm{Tr}\,\sigma^i\sigma^j=2\delta^{ij}$ on each spin, $\mathrm{Tr}\,\rho P_S=\tfrac1{16}(4-4\,\mathbf P_1\cdot\mathbf P_2)$. The threshold rate is the unpolarized one times $1-\mathbf P_1\cdot\mathbf P_2$, which is at most $2$. The factor $4$ needs the entangled state.

The vanishing of the triplets follows from charge conjugation, and the argument extends to moving fermions. The matrix $i\gamma^2$ is real and symmetric, so $\bar v=u^T\mathcal C$ with $\mathcal C=i\gamma^2\gamma^0$, where $u$ is built from the positron's momentum and $\chi$. In this representation $\gamma^0,\gamma^2$ are symmetric and $\gamma^1,\gamma^3$ antisymmetric, while $\mathcal C$ anticommutes with the first pair and commutes with the second. Hence $\mathcal C^{-1}\gamma^{\mu T}\mathcal C=-\gamma^\mu$, and $\mathcal C^T=i\gamma^0\gamma^2=-\mathcal C$. Call the bracket in $\mathcal M$ $K(p_1)$. A number equals its transpose, so

$$u_\chi^T(p_2)\,\mathcal CK(p_1)\,u_\xi(p_1)=-u_\xi^T(p_1)\,\mathcal C\left[\mathcal C^{-1}K^T(p_1)\,\mathcal C\right]u_\chi(p_2).$$

Transposition reverses the order of factors and conjugation by $\mathcal C$ flips the sign of each $\gamma$, so $\slashed\epsilon_2^*(\slashed p_1-\slashed k_1+m)\slashed\epsilon_1^*$ becomes $\slashed\epsilon_1^*(\slashed k_1-\slashed p_1+m)\slashed\epsilon_2^*$. Momentum conservation gives $k_1-p_1=p_2-k_2$, and squaring it gives $p_1\cdot k_1=p_2\cdot k_2$. The first diagram of $K(p_1)$ has turned into the second diagram of $K(p_2)$, and the second likewise into the first. In the centre-of-mass frame, with electron momentum $\mathbf p$,

$$\mathcal M(\mathbf p;s_1,s_2)=-\mathcal M(-\mathbf p;s_2,s_1).$$

The singlet amplitude is therefore even in $\mathbf p$ and the triplet amplitudes are odd. Since a partial wave $L$ has parity $(-1)^L$ under $\mathbf p\to-\mathbf p$, this is the rule $(-1)^{L+S}=+1$ for two photons. The spinors and denominators are analytic at $\mathbf p=0$, so the triplet rate starts at order $p^2/m^2$, through the P wave, and the singlet rate has its first correction at the same order. The triplet is thus inactive in even partial waves and not in general, and the ratio $4$ is a threshold statement.

### (c) The cross section

In the centre-of-mass frame each fermion has energy $E$ and momentum $p=|\mathbf p|$. The cross section is $\sigma=\frac{1}{F}\cdot\frac12\int d\Phi_2\,|\mathcal M|^2$, where the $\frac12$ corrects for counting each configuration of two identical photons twice in the integral over all directions. The flux factor is $F=4\sqrt{(p_1\cdot p_2)^2-m^4}$. With $p_1\cdot p_2=E^2+p^2$ and $m^2=E^2-p^2$, the radicand is $4E^2p^2$, so $F=8Ep=4E^2v$ with the relative velocity $v=2p/E$.

The phase space of two massless particles is, after the momentum delta function removes $\mathbf k_2$,

$$\int d\Phi_2=\int\frac{d^3k}{(2\pi)^3\,2\omega\,2\omega}\,2\pi\,\delta(2E-2\omega)=\frac{4\pi\omega^2}{(2\pi)^2\,4\omega^2}\cdot\frac12=\frac1{8\pi},$$

the last $\frac12$ coming from $\delta(2E-2\omega)=\frac12\delta(E-\omega)$. At threshold the squared amplitude is isotropic and $E=m$:

$$\bar\sigma v=\frac1{4m^2}\cdot\frac12\cdot\frac1{8\pi}\cdot4e^4=\frac{e^4}{16\pi m^2}=\frac{16\pi^2\alpha^2}{16\pi m^2}=\frac{\pi\alpha^2}{m^2},\qquad(\sigma v)_S=\frac{4\pi\alpha^2}{m^2}.$$

The cross section itself grows as $1/v$, because the amplitude and the final phase space stay finite while the flux vanishes. This is the Born result, computed with plane waves. The program tests the spin average against covariant traces, and the angle-integrated cross section at finite momentum against the Dirac annihilation formula.

The expected $p^2$ behaviour shows in the numbers. In units of $\pi\alpha^2/m^2$, the sum of the three triplet values of $\sigma v$ is $3.730\times10^{-3}$ at $p=0.02\,m$ and $9.331\times10^{-4}$ at $p=0.01\,m$, a ratio of $3.997$. The singlet values are $3.997868$ and $3.999467$, and their deviations from $4$ have the ratio $3.999$.

### (d) The bound state

At leading order positronium is an electron–positron pair bound by the instantaneous potential $-\alpha/r$; relativistic and spin-dependent forces are neglected, so the spin state factors out. With reduced mass $m/2$ the relative motion obeys $[-\nabla^2/m-\alpha/r]\psi=E_b\psi$. For $\psi\propto e^{-r/a}$, $\nabla^2\psi=(1/a^2-2/(ar))\psi$. The $1/r$ terms cancel if $2/(ma)=\alpha$, and the constant terms give the energy:

$$a=\frac2{m\alpha},\qquad E_b=-\frac1{ma^2}=-\frac{m\alpha^2}4 .$$

The function has no node, so it is the ground state. From $4\pi\int_0^\infty r^2e^{-2r/a}dr=4\pi\cdot2(a/2)^3=\pi a^3$,

$$|\psi(0)|^2=\frac1{\pi a^3}=\frac{m^3\alpha^3}{8\pi}.$$

The state of the atom with mass $M$ and small total momentum $\mathbf P$ is a superposition of free singlet pairs,

$$|{\rm Ps},\mathbf P\rangle=\sqrt{2M}\int\frac{d^3p}{(2\pi)^3}\,\tilde\psi(\mathbf p)\,\frac{|\tfrac12\mathbf P+\mathbf p,\ \tfrac12\mathbf P-\mathbf p\rangle}{\sqrt{2E_1\,2E_2}},$$

with $\tilde\psi$ the Fourier transform of $\psi$. The prefactor follows from the normalization. In the overlap of two such states the energy factors cancel those of the one-particle norms, the two delta functions of the particle momenta become $\delta^3(\mathbf P-\mathbf P')\delta^3(\mathbf p-\mathbf p')$ with unit Jacobian, and $\int d^3p\,|\tilde\psi|^2/(2\pi)^3=1$ leaves $2M(2\pi)^3\delta^3(\mathbf P-\mathbf P')$, the norm of a slow particle of mass $M$.

The decay amplitude at $\mathbf P=0$ is the same superposition of free singlet amplitudes $\mathcal M_S$. The momenta in $\tilde\psi$ are of order $1/a=m\alpha/2$, while $\mathcal M_S$ varies on the scale $m$, so we set $\mathcal M_S(\mathbf p)/2E\to\mathcal M_S(0)/2m$ and use $\int d^3p\,\tilde\psi/(2\pi)^3=\psi(0)$:

$$\mathcal M_{\rm Ps}=\sqrt{2M}\int\frac{d^3p}{(2\pi)^3}\,\tilde\psi(\mathbf p)\frac{\mathcal M_S(\mathbf p)}{2E}\approx\frac{\sqrt{2M}}{2m}\,\psi(0)\,\mathcal M_S(0).$$

In position space this says that annihilation happens within a distance of order $1/m$, much smaller than $a$. The width of a particle at rest is $\Gamma=\frac1{2M}\cdot\frac12\int d\Phi_2\sum|\mathcal M_{\rm Ps}|^2$. The factor $2M$ cancels, and what remains is the expression of part (c) with the singlet amplitude:

$$\Gamma=|\psi(0)|^2\,\frac1{4m^2}\cdot\frac12\cdot\frac1{8\pi}\cdot16e^4=(\sigma v)_S\,|\psi(0)|^2=4\,\bar\sigma v\,|\psi(0)|^2 .$$

For a free pair in a box of volume $V$ one has $|\psi(0)|^2=1/V$, and the formula reduces to the rate $\sigma v/V$ that defines a cross section. The same derivation applied to a Coulomb scattering state shows that the attraction multiplies the S-wave part of the Born $\sigma v$, the part that survives at threshold, by that state's density at the origin relative to a plane wave, the Sommerfeld factor. The P-wave part depends on the gradient of the wave function at the origin and is enhanced by a different factor. The bound state already carries the attraction in its own $|\psi(0)|^2$, so the $\bar\sigma v$ in the width has to be the Born value. For the 1S triplet, the integrand is an odd function of $\mathbf p$ times the even $\tilde\psi$, so the tree amplitude into two photons vanishes without the threshold approximation.

Inserting the results,

$$\Gamma=4\cdot\frac{\pi\alpha^2}{m^2}\cdot\frac{m^3\alpha^3}{8\pi}=\frac{m\alpha^5}2 .$$

Two powers of $\alpha$ come from the emission of the photons and three from the size of the atom. With the Hartree energy $E_h=m\alpha^2$ this is $\Gamma=\alpha^3E_h/2$, and $\Gamma/|E_b|=2\alpha^3\ll1$ justifies treating the atom as stationary while computing its decay.

Since $\mathcal M_S$ has corrections of order $p^2/m^2$ and $p\sim m\alpha$, one might expect the threshold approximation to err by $\alpha^2$. The tail of $\tilde\psi$ makes the error larger. With $\kappa=1/a$,

$$\int d^3r\,e^{-i\mathbf p\cdot\mathbf r-\kappa r}=\frac{4\pi}p\,\mathrm{Im}\frac1{(\kappa-ip)^2}=\frac{8\pi\kappa}{(p^2+\kappa^2)^2}.$$

This is $\tilde\psi/\psi(0)$. Let $f(p)$ be the average of $\mathcal M_S(\mathbf p)\,m/E$ over the direction of $\mathbf p$, divided by $\mathcal M_S(0)$. Multiplying by $4\pi p^2/(2\pi)^3$, the relative shift of the amplitude is

$$\delta=\frac{4\kappa}\pi\int_0^\infty dp\,\frac{p^2}{(p^2+\kappa^2)^2}\,[f(p)-1].$$

For $\kappa\ll p\ll m$ the weight falls as $1/p^2$ and $f-1$ grows as $p^2/m^2$, so the integrand is flat and the integral is collected up to $p\sim m$. Setting $\kappa=0$ under the integral leaves a convergent $\int dp\,(f-1)/p^2$ of order $1/m$, so $\delta\sim\kappa/m\sim\alpha$. Evaluated with the on-shell tree amplitude, $\delta=-5.7\times10^{-3}=-0.78\,\alpha$, and it falls by the factor $1.995$ when $\alpha$ is halved, which the program tests as linear scaling. This number fixes an order and is not the correction to the width: it comes from $p\sim m$, where the Schrödinger wave function does not apply and where diagrams with an additional virtual photon, carrying another factor $e^2$, have to be computed along with it. The result $m\alpha^5/2$ is a leading-order value with neglected terms of relative order $\alpha$.

### (e) Numbers

With $\alpha=0.0072973526$, the cross sections are

$$\bar\sigma v=\pi\alpha^2/m^2=1.672941\times10^{-4}\,m^{-2},\qquad(\sigma v)_S=4\times1.672941\times10^{-4}\,m^{-2}=6.69176\times10^{-4}\,m^{-2}.$$

The radius is $a=2/(m\alpha)=274.07\,m^{-1}$, so the typical momentum is $1/a=3.65\times10^{-3}\,m$, and $|\psi(0)|^2=\alpha^3m^3/(8\pi)=1.54617\times10^{-8}\,m^3$. The product is

$$\Gamma=6.69176\times10^{-4}\times1.54617\times10^{-8}\,m=1.03466\times10^{-11}\,m,$$

which equals $\alpha^5/2=2.069315\times10^{-11}/2$ in units of $m$. As a numerical check, the program assembles the width from explicit spinor amplitudes, a quadrature of the phase space and a finite-difference solution of the Coulomb problem, and finds $1.03465\times10^{-11}\,m$.

With $mc^2=510998.95$ eV and $\hbar=6.582120\times10^{-16}$ eV s,

$$\Gamma=1.03466\times10^{-11}\times510998.95\ \text{eV}=5.2871\times10^{-6}\ \text{eV},$$

$$\frac\Gamma\hbar=\frac{5.2871\times10^{-6}}{6.58212\times10^{-16}}\ \text{s}^{-1}=8.0325\times10^9\ \text{s}^{-1},\qquad\tau=\frac\hbar\Gamma=124.5\ \text{ps}.$$

These digits evaluate the leading-order formula. As a prediction for the real atom, the lifetime is uncertain at relative order $\alpha\approx0.7\%$, that is in its third figure. The formula gives $124.49$ ps, so 125 ps is not its value; the gap is $0.41\%$ of $124.49$ ps, of the order of the neglected terms, and a tree-level calculation cannot decide between the two figures. Using $\bar\sigma v$ without the projection on the singlet would give $m\alpha^5/8$ and a lifetime of $498$ ps, four times the leading-order value.

## Calculated quantities

```
alpha = 0.0072973526
alpha^5 = 2.069315e-11
m c^2 = 510998.951 eV
hbar = 6.582120e-16 eV s
sum|M|^2 singlet = 16.000000 e^4
sum|M|^2 three triplets = 0.000000 e^4
sum|M|^2 up-down product state = 8.000000 e^4
spin average from traces = 4.000000 e^4
singlet / average = 4.000000
singlet |M|^2, one equal-helicity pair = 8.000000 e^4
singlet |M|^2, one opposite-helicity pair = 0.000000 e^4
phase space = 0.03978874 (1/(8 pi) = 0.03978874)
sigma v average = 1.000000 pi alpha^2/m^2
sigma v average = 1.672941e-04 1/m^2
sigma v singlet = 6.691763e-04 1/m^2
p = 0.02 m: singlet sigma v = 3.997868 pi alpha^2/m^2
p = 0.02 m: triplet sum = 3.7301e-03 pi alpha^2/m^2
p = 0.01 m: singlet sigma v = 3.999467 pi alpha^2/m^2
p = 0.01 m: triplet sum = 9.3313e-04 pi alpha^2/m^2
triplet ratio on halving p = 3.9974
singlet deviation ratio on halving p = 3.9986
1S energy (grid) = -0.250000 m alpha^2
radius a (grid) = 2.00000 1/(m alpha) = 274.07 1/m
typical momentum 1/a = 3.6487e-03 m
|psi(0)|^2 (grid) = 0.039789 (m alpha)^3 (1/(8 pi) = 0.039789)
|psi(0)|^2 = 1.54617e-08 m^3
amplitude shift from smearing (order estimate) = -5.704e-03
shift / alpha = -0.782
shift ratio on halving alpha = 1.995
Gamma from numerical pieces = 1.03465e-11 m
Gamma = m alpha^5/2 = 1.03466e-11 m
Gamma = 5.28709e-06 eV
Gamma = 8.03250e+09 1/s
lifetime = 124.49 ps
relative gap to 125 ps = 0.0041
lifetime without the factor 4 (wrong) = 498.0 ps
```
